**Second-order convergence of midpoint-frozen linear-parabolic oxidation**

The program integrates dx/dt = B/(A + 2x) for oxide thickness x during a smooth ramp from 800 to 1000 °C, using exact updates with A and B frozen at each step's midpoint temperature. Here B is the parabolic coefficient, B/A the linear rate, h the time step, and C the coefficient in the final error Ch², defined as true minus numerical thickness. Symbolic differentiation confirms the local error formula, and an adaptive integrator supplies the reference thickness of 152.112 nm. The program asserts second-order convergence, agreement of the measured error constant with the predicted C = 0.009468 nm/min², first order for start-of-step freezing, and fourth order after extrapolation. It also asserts that the update is accurate for tiny steps and that differences in starting thickness shrink. The output shows an error of 0.959 nm with four steps and 0.090 nm with thirteen. Rough estimates of neglected effects range from about 0.1 nm for stored oxidant to about 45 nm for a different crystal face.

## Numerical verification

```python
"""Linear-parabolic oxide growth during a smooth furnace temperature ramp.

Model:   dx/dt = B(T(t)) / (A(T(t)) + 2 x),  x = oxide thickness.
Method:  in each step of length h, A and B are frozen at the midpoint
         temperature and the frozen equation is solved exactly.
Result under test: true minus numerical final thickness = C h^2 + o(h^2),
         where C follows from an explicit local-error density phi.
Symbols: B parabolic coefficient (nm^2/min), B/A linear rate (nm/min),
         S = A + 2x (nm), T temperature (K), t time (min).
Material parameters are rough typical values for steam on silicon (100).
"""
import math
import numpy as np
import sympy as sp
import mpmath as mp
from scipy import constants
from scipy.integrate import solve_ivp

K_EV = constants.k / constants.e
ZERO_C = constants.zero_Celsius
T_REF = 1000.0 + ZERO_C
B_REF, RATE_REF = 5000.0, 13.0
E_B, E_RATE = 0.8, 2.0
T_START = 800.0 + ZERO_C
HEAT_START, HEAT_DROP = 6.0, 0.05      # K/min and K/min^2
T_FINAL = 40.0                         # duration of the ramp, min
X_START = 20.0


def temperature(t):
    return T_START + HEAT_START * t - 0.5 * HEAT_DROP * t**2


def coefficients(temp):
    z = (1.0 / temp - 1.0 / T_REF) / K_EV
    b = B_REF * math.exp(-E_B * z)
    linear_rate = RATE_REF * math.exp(-E_RATE * z)
    return b / linear_rate, b


def ramp_coefficients(t):
    return coefficients(temperature(t))


def growth(x, a, b, h):
    """Exact thickness gain in time h for constant coefficients."""
    s = a + 2.0 * x
    return 2.0 * b * h / (s + math.sqrt(s * s + 4.0 * b * h))


def march(n, x0=X_START, place=0.5, coeff=ramp_coefficients):
    """Thickness after each of n steps; place=0.5 is the midpoint."""
    h = T_FINAL / n
    xs = [x0]
    for i in range(n):
        a, b = coeff((i + place) * h)
        xs.append(xs[-1] + growth(xs[-1], a, b, h))
    return np.array(xs)


# --- Local error: symbolic Taylor coefficients of true and frozen flows ---
s0, b0, b1, b2, a1, a2 = sp.symbols("s0 b0 b1 b2 a1 a2", positive=True)
u, ts, hs = sp.symbols("u t h")


def b_poly(t):
    return b0 + b1 * t + b2 * t**2 / 2


def s_poly(t):
    return s0 + a1 * t + a2 * t**2 / 2


f_sym = b_poly(ts) / (s_poly(ts) + 2 * u)


def along_solution(g):
    return sp.diff(g, ts) + f_sym * sp.diff(g, u)


second = along_solution(f_sym)
third = along_solution(second)
true_derivs = [g.subs({u: 0, ts: 0}) for g in (f_sym, second, third)]
bm, sm = b_poly(hs / 2), s_poly(hs / 2)
gain_sym = 2 * bm * hs / (sm + sp.sqrt(sm**2 + 4 * bm * hs))
frozen_derivs = [sp.diff(gain_sym, hs, k).subs(hs, 0) for k in (1, 2, 3)]
phi_sym = ((b2 / s0 - (2 * a1 * b1 + b0 * a2) / s0**2
            + 2 * b0 * a1**2 / s0**3) / 24 + b0**2 * a1 / (6 * s0**4))
assert sp.simplify(true_derivs[0] - frozen_derivs[0]) == 0
assert sp.simplify(true_derivs[1] - frozen_derivs[1]) == 0
assert sp.simplify((true_derivs[2] - frozen_derivs[2]) / 6 - phi_sym) == 0

# --- Isothermal update against an adaptive integrator ---
a_hot, b_hot = coefficients(T_REF)
iso = solve_ivp(lambda t, y: b_hot / (a_hot + 2 * y), (0, 60), [X_START],
                method="DOP853", rtol=1e-12, atol=1e-11).y[0, -1]
assert abs(X_START + growth(X_START, a_hot, b_hot, 60.0) - iso) < 1e-7

# --- Cancellation: textbook quadratic root against the stable form ---
mp.mp.dps = 50
a_cold, b_cold = coefficients(T_START)
stable_loss, naive_loss = 0.0, 0.0
for tiny in (1e-6, 2e-6, 3e-6, 5e-6):
    am, bmp, xm, hm = map(mp.mpf, (a_cold, b_cold, X_START, tiny))
    precise = (-am + mp.sqrt(am**2 + 4 * (xm**2 + am * xm + bmp * hm))) / 2 - xm
    q = X_START**2 + a_cold * X_START + b_cold * tiny
    naive = (-a_cold + math.sqrt(a_cold**2 + 4 * q)) / 2 - X_START
    stable = growth(X_START, a_cold, b_cold, tiny)
    stable_loss = max(stable_loss, float(abs(stable / precise - 1)))
    naive_loss = max(naive_loss, float(abs(naive / precise - 1)))
assert stable_loss < 1e-14 and naive_loss > 1e-9


# --- Reference solution, predicted error constant and sensitivity ---
def reference_rhs(t, y):
    x, scaled_error, sensitivity = y
    temp = temperature(t)
    heat = HEAT_START - HEAT_DROP * t
    a, b = coefficients(temp)
    g = heat / (K_EV * temp**2)
    dg = -HEAT_DROP / (K_EV * temp**2) - 2 * heat**2 / (K_EV * temp**3)
    e_a = E_B - E_RATE
    da, dda = a * e_a * g, a * ((e_a * g)**2 + e_a * dg)
    db, ddb = b * E_B * g, b * ((E_B * g)**2 + E_B * dg)
    s = a + 2 * x
    phi = ((ddb / s - (2 * da * db + b * dda) / s**2
            + 2 * b * da**2 / s**3) / 24 + b**2 * da / (6 * s**4))
    damping = -2 * b / s**2
    return [b / s, damping * scaled_error + phi, damping * sensitivity]


ref = solve_ivp(reference_rhs, (0, T_FINAL), [X_START, 0.0, 1.0],
                method="DOP853", rtol=1e-13, atol=1e-13)
x_ref, c_error, sens = ref.y[:, -1]

# --- Convergence of the ramp simulation ---
counts = [4 * 2**k for k in range(8)]
finals = np.array([march(n)[-1] for n in counts])
errors = x_ref - finals
orders = np.log2(np.abs(errors[:-1] / errors[1:]))
assert abs(orders[-1] - 2) < 0.01
measured_c = errors[-1] / (T_FINAL / counts[-1])**2
assert abs(measured_c / c_error - 1) < 2e-3

start_err = [x_ref - march(n, place=0.0)[-1] for n in (256, 512)]
start_order = math.log2(abs(start_err[0] / start_err[1]))
assert abs(start_order - 1) < 0.03

extrapolated = (4 * finals[1:] - finals[:-1]) / 3
ext_errors = x_ref - extrapolated
ext_order = math.log2(abs(ext_errors[3] / ext_errors[4]))
assert abs(ext_order - 4) < 0.1

# --- Contraction of differences between two starting thicknesses ---
gap = march(4, x0=40.0) - march(4, x0=20.0)
assert np.all(np.diff(gap) < 0) and gap[-1] > 0
sens_run = (march(2048, x0=X_START + 0.01)[-1]
            - march(2048, x0=X_START - 0.01)[-1]) / 0.02
assert abs(sens_run - sens) < 1e-5

# --- Step length for a chosen numerical error ---
target = 0.1
n_target = math.ceil(T_FINAL / math.sqrt(target / abs(c_error)))
h_target = T_FINAL / n_target
err_target = x_ref - march(n_target)[-1]
assert abs(err_target / (c_error * h_target**2) - 1) < 0.02

# --- Sizes of neglected effects, for rough assumed disturbances ---
N_FINE = 4000
base = march(N_FINE)[-1]


def change(coeff):
    return march(N_FINE, coeff=coeff)[-1] - base


def higher_pressure(t):
    a, b = ramp_coefficients(t)
    return a, 1.03 * b


def stiff_oxide(t):
    a, b = ramp_coefficients(t)
    return a, b * (0.8 if temperature(t) < 950 + ZERO_C else 1.0)


def other_face(t):
    a, b = ramp_coefficients(t)
    return a / 1.7, b


d_offset = change(lambda t: coefficients(temperature(t) + 1.0))
d_lag = change(lambda t: coefficients(temperature(max(t - 1.0, 0.0))))
d_pressure = change(higher_pressure)
d_stiff = change(stiff_oxide)
d_face = change(other_face)
d_early = march(N_FINE, x0=X_START + 5.0)[-1] - base
solubility_ratio = 3e19 / 4.4e22       # dissolved water / water per oxide volume
a_end, b_end = ramp_coefficients(T_FINAL)
stored = solubility_ratio * x_ref
transit_s = 60 * solubility_ratio * x_ref**2 / b_end

# --- Output ---
print(f"B at 1000 C: {B_REF:.0f} nm^2/min; B/A: {RATE_REF:.0f} nm/min")
print(f"activation energies: B {E_B:.1f} eV, B/A {E_RATE:.1f} eV")
print(f"A at 1000 C: {a_hot:.2f} nm")
print(f"start: {T_START-ZERO_C:.0f} C, A {a_cold:.1f} nm, B {b_cold:.1f} nm^2/min")
print(f"end: {temperature(T_FINAL)-ZERO_C:.0f} C after {T_FINAL:.0f} min")
print(f"heating rate: {HEAT_START:.1f} to "
      f"{HEAT_START-HEAT_DROP*T_FINAL:.1f} K/min")
print(f"heating-rate decrease: {HEAT_DROP:.3f} K/min^2")
print(f"initial oxide: {X_START:.1f} nm")
print("four-step run: step, midpoint C, A nm, B nm^2/min, gain nm, x nm")
run4 = march(4)
for i in range(4):
    tm = (i + 0.5) * T_FINAL / 4
    a, b = ramp_coefficients(tm)
    print(f"  {i+1} {temperature(tm)-ZERO_C:.3f} {a:.2f} {b:.2f} "
          f"{run4[i+1]-run4[i]:.4f} {run4[i+1]:.4f}")
print(f"reference final thickness: {x_ref:.6f} nm = {x_ref/1000:.4f} um")
print(f"final 2x/A: {2*x_ref/a_end:.3f}")
print("convergence: steps, h min, x nm, error nm, order from previous row")
for i, n in enumerate(counts):
    order = "-" if i == 0 else f"{orders[i-1]:.4f}"
    print(f"  {n} {T_FINAL/n:.6g} {finals[i]:.6f} {errors[i]:.3e} {order}")
print(f"predicted error constant C: {c_error:.6f} nm/min^2")
print(f"measured error constant: {measured_c:.6f} nm/min^2")
print(f"start-of-step freezing, 512 steps: error {start_err[1]:.3e} nm")
print(f"start-of-step observed order: {start_order:.4f}")
print(f"extrapolation from 64 and 128 steps: error {ext_errors[4]:.3e} nm")
print(f"extrapolation observed order: {ext_order:.4f}")
print(f"sensitivity of final to initial thickness: {sens:.5f}")
print(f"gap of runs from 40 and 20 nm, 4 steps: {gap[-1]:.3f} nm")
print(f"relative loss in tiny gain: naive {naive_loss:.1e}, "
      f"stable {stable_loss:.1e}")
print(f"target error {target:.1f} nm: {n_target} steps, h {h_target:.3f} min")
print(f"error actually found there: {err_target:.4f} nm")
print("neglected effects, change of final thickness:")
print(f"  temperature 1 K higher: {d_offset:+.2f} nm")
print(f"  wafer lags furnace by 1 min: {d_lag:+.2f} nm")
print(f"  steam pressure 3 % higher: {d_pressure:+.2f} nm")
print(f"  rate 20 % lower below 950 C: {d_stiff:+.2f} nm")
print(f"  other face, B/A 1.7 times larger: {d_face:+.2f} nm")
print(f"  5 nm extra early oxide: {d_early:+.2f} nm")
print(f"  assumed dissolved/incorporated oxidant ratio: {solubility_ratio:.1e}")
print(f"  stored oxidant, as oxide, at most about: {stored:.2f} nm")
print(f"  oxidant transit time at end, about: {transit_s:.2f} s")
print("verified")
```

Running it gives:

```
B at 1000 C: 5000 nm^2/min; B/A: 13 nm/min
activation energies: B 0.8 eV, B/A 2.0 eV
A at 1000 C: 384.62 nm
start: 800 C, A 2953.3 nm, B 1284.6 nm^2/min
end: 1000 C after 40 min
heating rate: 6.0 to 4.0 K/min
heating-rate decrease: 0.050 K/min^2
initial oxide: 20.0 nm
four-step run: step, midpoint C, A nm, B nm^2/min, gain nm, x nm
  1 829.375 2090.08 1617.63 7.5674 27.5674
  2 884.375 1146.90 2413.45 19.7534 47.3208
  3 934.375 696.92 3364.07 40.4335 87.7544
  4 979.375 460.52 4434.28 63.3988 151.1532
reference final thickness: 152.112009 nm = 0.1521 um
final 2x/A: 0.791
convergence: steps, h min, x nm, error nm, order from previous row
  4 10 151.153168 9.588e-01 -
  8 5 151.874565 2.374e-01 2.0137
  16 2.5 152.052788 5.922e-02 2.0034
  32 1.25 152.097212 1.480e-02 2.0009
  64 0.625 152.108310 3.699e-03 2.0002
  128 0.3125 152.111084 9.246e-04 2.0001
  256 0.15625 152.111778 2.312e-04 2.0000
  512 0.078125 152.111951 5.779e-05 2.0000
predicted error constant C: 0.009468 nm/min^2
measured error constant: 0.009468 nm/min^2
start-of-step freezing, 512 steps: error 2.714e-01 nm
start-of-step observed order: 0.9998
extrapolation from 64 and 128 steps: error -4.540e-08 nm
extrapolation observed order: 4.0003
sensitivity of final to initial thickness: 0.72464
gap of runs from 40 and 20 nm, 4 steps: 14.740 nm
relative loss in tiny gain: naive 2.0e-07, stable 1.5e-16
target error 0.1 nm: 13 steps, h 3.077 min
error actually found there: 0.0897 nm
neglected effects, change of final thickness:
  temperature 1 K higher: +1.50 nm
  wafer lags furnace by 1 min: -6.86 nm
  steam pressure 3 % higher: +3.31 nm
  rate 20 % lower below 950 C: -9.28 nm
  other face, B/A 1.7 times larger: +44.62 nm
  5 nm extra early oxide: +3.64 nm
  assumed dissolved/incorporated oxidant ratio: 6.8e-04
  stored oxidant, as oxide, at most about: 0.10 nm
  oxidant transit time at end, about: 0.19 s
verified
```
